\section*{Why Nitride Etching by Fluoride Peaks Midway Between Two pKa Values}

\section{The physical situation}

Suppose that a silicon nitride film in a fluoride bath ends in amine groups, and that fluoride ions attack those that carry an extra proton. Acid then acts in two opposing ways: it protonates the amines and so prepares the surface, but it also binds free fluoride into HF and so removes the attacking ion. At which pH is the compromise best?

The two equilibria are
\begin{align}
\mathrm{HF}&\rightleftharpoons \mathrm{H^+}+\mathrm{F^-}, & K_F&=\frac{h[\mathrm{F^-}]}{[\mathrm{HF}]},\label{eq:hf}\\
\mathrm{SiNH_3^+}&\rightleftharpoons \mathrm{SiNH_2}+\mathrm{H^+}, & K_s&=\frac{h(1-\theta)}{\theta}.\label{eq:amine}
\end{align}
Here $h=[\mathrm{H^+}]$, and $\theta$ is the fraction of surface amines that are protonated. Concentrations are in mol/L and are divided by 1 mol/L inside logarithms, so that $\mathrm{pH}=-\log_{10}h$, $\mathrm{p}K_F=-\log_{10}K_F$ and $\mathrm{p}K_s=-\log_{10}K_s$.

The model makes these assumptions:
\begin{itemize}
\item The total fluoride concentration $C$ is the same at every pH.
\item The etch rate is $r=k[\mathrm{F^-}]\theta$, of first order in both factors, with $k$ independent of pH.
\item Proton exchange at the surface is fast compared with etching, so that $\theta$ has its equilibrium value.
\item The solution is ideal and buffered, the amine sites are independent, and the surface potential is zero.
\item Bifluoride, $\mathrm{HF_2^-}$, is neglected.
\end{itemize}
Under these conditions the rate has a single maximum, at
\begin{equation}
\mathrm{pH}^*=\tfrac12(\mathrm{p}K_s+\mathrm{p}K_F).\label{eq:result}
\end{equation}

\section{The rate as a function of acidity}

Without bifluoride, the fluoride balance is $C=[\mathrm{F^-}]+[\mathrm{HF}]$. Equation \eqref{eq:hf} gives $[\mathrm{HF}]=[\mathrm{F^-}]h/K_F$, hence
\begin{equation}
C=[\mathrm{F^-}]\left(1+\frac{h}{K_F}\right),\qquad
[\mathrm{F^-}]=\frac{CK_F}{K_F+h}.\label{eq:free}
\end{equation}
For the surface, \eqref{eq:amine} reads $K_s\theta=h-h\theta$, so
\begin{equation}
\theta=\frac{h}{K_s+h}.\label{eq:theta}
\end{equation}
The product is
\begin{equation}
r(h)=kC\,\frac{K_F\,h}{(K_F+h)(K_s+h)}.\label{eq:rate}
\end{equation}
When $h$ is far below both constants, $r\propto h$: the bath lacks protonated amines. When $h$ is far above both, $r\propto 1/h$: it lacks free fluoride.

Holding the total fluoride fixed is essential. If the free fluoride were held fixed instead, the rate would be $k[\mathrm{F^-}]h/(K_s+h)$, which rises steadily with $h$ and has no maximum. Such an experiment needs ever more total fluoride as the bath is acidified.

\section{The maximum}

Take the logarithm of \eqref{eq:rate} and differentiate with respect to $\ln h$, using $d\ln(K+h)/d\ln h=h/(K+h)$:
\begin{align}
\frac{d\ln r}{d\ln h}
&=1-\frac{h}{K_F+h}-\frac{h}{K_s+h}\nonumber\\
&=\frac{K_s}{K_s+h}-\frac{h}{K_F+h}.\label{eq:slope}
\end{align}
The first term is $1-\theta$, the fraction of amines without the extra proton. The second is $[\mathrm{HF}]/C$, the fraction of fluoride bound as HF. At the maximum these two lost fractions are equal. Cross-multiplication gives
\begin{align}
K_s(K_F+h)&=h(K_s+h),\nonumber\\
K_sK_F&=h^2,\qquad h^*=\sqrt{K_FK_s},\label{eq:hstar}
\end{align}
because $K_sh$ cancels. Taking $-\log_{10}$ of $h^*$ gives \eqref{eq:result}.

To see that this is the global maximum, divide the numerator and denominator of \eqref{eq:rate} by $h$:
\begin{equation}
\frac{r}{kC}=\frac{K_F}{K_F+K_s+h+K_FK_s/h}.
\end{equation}
Set $g=\sqrt{K_FK_s}$ and $h=ge^u$. Then $h+g^2/h=g(e^u+e^{-u})=2g\cosh u$, and
\begin{equation}
\frac{r}{kC}=\frac{K_F}{K_F+K_s+2g\cosh u},\qquad
u=\ln(10)\,(\mathrm{pH}^*-\mathrm{pH}).\label{eq:cosh}
\end{equation}
Since $\cosh u$ is smallest at $u=0$ and grows on both sides, the maximum is unique. Since $\cosh u$ is even, the curve is symmetric about the midpoint on a pH axis.

\section{Height, width and the order of the constants}

At $u=0$ the denominator is a perfect square:
\begin{align}
\frac{r^*}{kC}&=\frac{K_F}{(\sqrt{K_F}+\sqrt{K_s})^2}
=\frac{1}{(1+\sqrt{K_s/K_F})^2}\nonumber\\
&=\left[1+10^{-\Delta/2}\right]^{-2},\qquad
\Delta=\mathrm{p}K_s-\mathrm{p}K_F.\label{eq:height}
\end{align}
For large positive $\Delta$ the height approaches one: there is a range in which nearly all amines are protonated and nearly all fluoride is free. For $\Delta=0$ it is $1/4$, with half of each reactant available. For large negative $\Delta$ it is close to $10^{-|\Delta|}$.

For the width, define $c=(K_F+K_s)/(2g)$. Dividing \eqref{eq:cosh} by its value at $u=0$ gives
\begin{equation}
\frac{r}{r^*}=\frac{c+1}{c+\cosh u}.\label{eq:shape}
\end{equation}
Setting this equal to a fraction $f$ yields $c+\cosh u_f=(1+c)/f$, so that
\begin{equation}
\cosh u_f=\frac{1+c}{f}-c,\qquad
\text{full width}=\frac{2u_f}{\ln 10}\ \text{pH units}.\label{eq:width}
\end{equation}
At half height, $\cosh u_{1/2}=2+c$. Now $c=\frac12(10^{\Delta/2}+10^{-\Delta/2})$. When $|\Delta|$ is large, $c\approx\frac12 10^{|\Delta|/2}$ and $\cosh u\approx\frac12e^{|u|}$, so the half-height width tends to $|\Delta|$. The half-height points then lie at the two pKa values.

Exchanging $K_F$ and $K_s$ leaves $c$, and hence the normalized shape, unchanged. The reasons for the plateau differ, however. If $K_s\ll h\ll K_F$, both factors of the rate are saturated. If $K_F\ll h\ll K_s$, free fluoride falls as $1/h$ while $\theta$ grows as $h$, and their product stays constant at a low level.

A numerical search, with the fluoride balance solved by root finding and $\theta$ obtained by summing over site states, was made for $(\mathrm{p}K_F,\mathrm{p}K_s)=(3.2,10)$, $(3,6)$, $(4,4.5)$ and $(6,4)$. In each case the peak lay within $10^{-4}$ pH units of the midpoint.

\section{A silicon nitride example}

Take $\mathrm{p}K_F=3.2$, $\mathrm{p}K_s=10.0$, $C=0.10$ mol/L and $T=298.15$ K. The pKa values are rough, and the surface value is an illustrative choice, typical of an alkylammonium-like site, that decides the whole shape of the curve. A kinetic fit of nitride etching in HF (Knotter and Denteneer, 2001) gave a value near 1.4 for $\mathrm{SiNH_3^+}$. With that value $\Delta$ is negative: the model peaks at pH 2.3 with height $0.0125$, falls to half at pH 1.2 and 3.4, and at pH 6.6 keeps only $5\times10^{-4}$ of its peak rate. The neutral plateau found below, and the estimates built on it, hold only if $\mathrm{p}K_s$ lies well above $\mathrm{p}K_F$. The midpoint is
\begin{equation}
\mathrm{pH}^*=\frac{3.2+10.0}{2}=6.60,\qquad h^*=2.5\times10^{-7}\ \text{mol/L}.
\end{equation}
The HF concentration there is $3.98\times10^{-5}$ mol/L, a fraction $4.0\times10^{-4}$ of the fluoride. The protonated amine fraction is $0.9996$, so the unprotonated fraction is also $4.0\times10^{-4}$, as \eqref{eq:slope} demands. The height is $r^*/(kC)=(1+10^{-3.4})^{-2}=0.9992$.

The peak is very flat. The rate is at least half its maximum from pH 3.20 to 10.00, and at least 99\% of it from pH 5.16 to 8.04. Within this last window, about 2.9 pH units wide, rates measured to 1\% hardly reveal where the peak lies. In the ideal model the two flanks say more, because by symmetry the peak lies midway between points of equal rate: $r/(kC)$ is 0.50 at both pH 3.20 and pH 10.00.

\section{What the peak does and does not establish}

\subsection*{Reaction orders}

Let the rate be proportional to $[\mathrm{F^-}]^m\theta^n$ with $m,n>0$. Each term of the slope acquires its order, and the stationary condition becomes
\begin{align}
\frac{nK_s}{K_s+h}&=\frac{mh}{K_F+h},\nonumber\\
mh^2+(m-n)K_sh-nK_sK_F&=0.\label{eq:orders}
\end{align}
The product of the roots is negative, so one root is positive. Inserting $h^2=K_FK_s$ leaves $(m-n)K_s(K_F+h)=0$: the midpoint requires equal orders. For $m=2$, $n=1$ the example peaks at pH 6.75.

\subsection*{An alternative mechanism with the same curve}

Suppose instead that neutral HF attacks the unprotonated amine, with rate $k'[\mathrm{HF}](1-\theta)$. From \eqref{eq:hf} and \eqref{eq:amine},
\begin{equation}
\frac{[\mathrm{HF}](1-\theta)}{[\mathrm{F^-}]\theta}
=\frac{h}{K_F}\,\frac{K_s}{h}=\frac{K_s}{K_F},\label{eq:ambiguity}
\end{equation}
independent of pH. Both mechanisms contain the same atoms and the same total charge, and they give the same pH dependence. The peak alone cannot distinguish them. In the example the ratio is $1.6\times10^{-7}$, so the second path would need $k'/k\approx6\times10^6$ to contribute equally.

\subsection*{Maximum rate is not maximum selectivity}

Selectivity compares nitride with another film, often oxide. As an illustration, let the oxide rate be proportional to $[\mathrm{HF}]$. The selectivity then varies as
\begin{equation}
\frac{[\mathrm{F^-}]\theta}{[\mathrm{HF}]}=\frac{K_F}{h}\,\frac{h}{K_s+h}=\frac{K_F}{K_s+h}.
\end{equation}
It rises with pH through the nitride peak and levels off above $\mathrm{p}K_s$. Under this oxide law the best rate and the best selectivity occur at different pH values.

\section{When bifluoride is restored}

Bifluoride forms by $\mathrm{HF}+\mathrm{F^-}\rightleftharpoons\mathrm{HF_2^-}$ with constant $K_2$. Let it attack protonated amines with $\rho$ times the rate constant of $\mathrm{F^-}$. Write $F=[\mathrm{F^-}]$ and $x=h/K_F$. Then $[\mathrm{HF}]=Fx$ and $[\mathrm{HF_2^-}]=K_2F^2x$. Each bifluoride ion holds two fluorine atoms, so
\begin{align}
C&=F+Fx+2K_2F^2x,\\
F+\rho[\mathrm{HF_2^-}]&=C-Fx-(2-\rho)K_2F^2x.
\end{align}
On a wide plateau, $K_s\ll h\ll K_F$, we may replace $F$ by $C$ in the small terms and use $\theta\approx1-K_s/h$. To leading order,
\begin{equation}
\ln\frac{r}{kC}\approx-a\frac{h}{K_F}-\frac{K_s}{h},\qquad a=1+(2-\rho)K_2C.
\end{equation}
The derivative with respect to $\ln h$ is $-ah/K_F+K_s/h$. For positive $a$, not close to zero,
\begin{equation}
h^{*2}\approx\frac{K_FK_s}{a},\qquad
\mathrm{pH}^*\approx\tfrac12(\mathrm{p}K_s+\mathrm{p}K_F)+\tfrac12\log_{10}a.\label{eq:bif}
\end{equation}

With the rough value $K_2=4$ L/mol, $K_2C=0.4$. If bifluoride only consumes fluoride, $\rho=0$ and $a=1.8$; the peak moves to pH 6.73. For $\rho=1$ it is at 6.67, and for $\rho=3$ at 6.49.

The coefficient $a$ vanishes at $\rho=2+1/(K_2C)=4.5$. Above this value, acidifying the plateau produces a better etchant faster than it removes fluoride, and \eqref{eq:bif} no longer applies. The rate keeps a single maximum, which slides continuously away from the centre: it lies at pH 5.65 for $\rho=4.5$ and at 4.47 for $\rho=5$. The rate must still fall in strong acid: the balance requires $F\leq C/x$, so $[\mathrm{HF_2^-}]\leq K_2C^2/x$, and both etchants vanish as $x$ grows. The maximum therefore moves towards $\mathrm{p}K_F$. It is found numerically at pH 4.03 for $\rho=6$ and at 3.60 for $\rho=10$, where it exceeds the rate at pH 6.6 by about 3\% and 25\%. Neglecting bifluoride thus requires more than a small concentration at the midpoint; its reactivity must also be modest.

\section{When the surface is charged}

Protonated amines make the surface positive. Let $\psi$ be its potential and $y=e\psi/k_BT$. Boltzmann factors multiply the fluoride concentration at the surface by $e^y$ and the proton concentration by $e^{-y}$:
\begin{equation}
r=k[\mathrm{F^-}]e^y\theta,\qquad
\frac{\theta}{1-\theta}=\frac{he^{-y}}{K_s}.\label{eq:charged}
\end{equation}

The potential follows from the charge. For a 1:1 salt of ion number density $n_0$ and permittivity $\varepsilon$, the Poisson--Boltzmann equation is $\varepsilon\psi''=2en_0\sinh(e\psi/k_BT)$. Multiply by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:
\begin{equation}
\tfrac12\varepsilon\psi'^2=2n_0k_BT(\cosh y-1)=4n_0k_BT\sinh^2(y/2).
\end{equation}
The surface charge density is $\varepsilon|\psi'|$. With $N$ amines per unit area,
\begin{equation}
eN\theta=\sqrt{8\varepsilon n_0k_BT}\,\sinh(y/2).\label{eq:grahame}
\end{equation}
Its logarithmic derivative is $d\ln\theta=\frac12\coth(y/2)\,dy$, so $q\equiv dy/d\ln\theta=2\tanh(y/2)$.

Now differentiate the second relation of \eqref{eq:charged}. Since $d\ln[\theta/(1-\theta)]=d\ln\theta/(1-\theta)$,
\begin{equation}
\frac{d\ln\theta}{1-\theta}=d\ln h-q\,d\ln\theta,\qquad
\frac{d\ln\theta}{d\ln h}=\frac{1-\theta}{1+q(1-\theta)}.
\end{equation}
The stationary condition for the rate is
\begin{equation}
\frac{h}{K_F+h}=(1+q)\frac{1-\theta}{1+q(1-\theta)}.
\end{equation}
On the plateau $1-\theta\approx K_se^y/h\ll1$ and $h\ll K_F$, which gives
\begin{equation}
h^{*2}\approx(1+q)e^yK_FK_s.\label{eq:chargeshift}
\end{equation}
The peak moves to lower pH. The factor $e^y$ arises because a positive surface is harder to protonate; the factor $1+q$ arises because each further proton also draws in fluoride.

For 0.10 mol/L salt and relative permittivity 78.4, an amine density of 0.1 nm$^{-2}$ gives 22 mV and a peak at pH 6.29. A density of 1 nm$^{-2}$ gives 111 mV and pH 5.42. The latter is the largest displacement of the central peak among the estimates made here, apart from the shift caused by strongly reactive bifluoride. It treats ions as points, which puts about 7.6 mol/L of fluoride at the surface, far outside the ideal-solution regime, and omits negatively charged silanol groups, which would reduce the positive charge, so it is an estimate of size rather than a correction to apply.

\section{The model beside a real bath}

An unbuffered solution of HF at 0.1 mol/L is acidic, near pH 2, where the model rate is less than a tenth of $kC$. The predicted plateau belongs to baths brought towards neutrality at the same total fluoride. Etching in hot phosphoric acid has a different chemistry and lies outside this result.

Three further effects can be sized for the example.

\emph{Activity.} If pH measures proton activity and $\gamma$ is the activity coefficient of $\mathrm{F^-}$, the constant in \eqref{eq:free} becomes $K_F/\gamma$. The peak then shifts by $\frac12\log_{10}\gamma$. The Davies estimate at 0.10 mol/L salt gives $-0.05$ pH units, with the surface constant left unchanged.

\emph{Temperature.} For constant dissociation enthalpy $\Delta H$, integrating the van 't Hoff equation gives
\begin{equation}
\mathrm{p}K(T_2)-\mathrm{p}K(T_1)=\frac{\Delta H}{R\ln10}\left(\frac1{T_2}-\frac1{T_1}\right).
\end{equation}
With rough enthalpies of $-13$ kJ/mol for HF and $+50$ kJ/mol for the amine, heating to 333.15 K changes the pKa values by $+0.24$ and $-0.92$. The peak moves by half their sum, $-0.34$. The temperature dependence of $k$ changes the height but not the position.

\emph{Proton supply.} Etching consumes acid. If the silicon leaves as hexafluorosilicate,
\begin{equation}
\mathrm{Si_3N_4}+18\,\mathrm{F^-}+16\,\mathrm{H^+}\rightarrow3\,\mathrm{SiF_6^{2-}}+4\,\mathrm{NH_4^+}.
\end{equation}
At an assumed 0.1 nm/min and a film density of 3.0 g/cm$^3$, the demand is $5.7\times10^{-11}$ mol/(cm$^2$ s). Across a 50 $\mu$m diffusion layer, with rough diffusion constants of $9.3\times10^{-5}$ cm$^2$/s for $\mathrm{H^+}$ and $1.7\times10^{-5}$ cm$^2$/s for HF, the largest supply by these two species at pH 6.6 is $1.4\times10^{-10}$ mol/(cm$^2$ s), reached when both concentrations become negligible at the surface. Protons released by water are left out; they matter only once the surface is alkaline.

The demand is 0.41 of this supply. Because free fluoride is nearly constant here, HF and $\mathrm{H^+}$ fall in proportion, to 0.59 of their bulk values. With these two carriers alone, the surface pH is then higher by $-\log_{10}0.59\approx0.23$; transport by bifluoride would make the rise smaller. That matters little on the plateau, but the demand grows with etch rate, and at about 0.25 nm/min it would equal the largest supply by $\mathrm{H^+}$ and HF. Beyond that, if bifluoride is neglected as a proton carrier, water must provide most of the missing protons, and the hydroxide left behind makes the surface alkaline. A faster etch needs a buffer or stronger stirring for the bulk pH to describe the surface. Complete hydrolysis of $\mathrm{SiF_6^{2-}}$ to $\mathrm{Si(OH)_4}$ near the surface would return 12 of the 16 protons, so the demand used here is an upper estimate for the assumed etch rate. Reported hydrolysis constants suggest that at pH 6.6 and 0.1 mol/L fluoride this hydrolysis is nearly complete. With 4 protons per $\mathrm{Si_3N_4}$ the surface pH rises by only about 0.05, and the supply limit moves to about 1 nm/min.

Most of these displacements remain inside the broad plateau. In the ideal model, working at pH 5.42 instead of 6.60 costs only 0.5\% of the peak rate. For these parameters the ideal model gives a wide range of nearly constant rate well inside the interval between the two pKa values. The neglected chemistry can change the range as well as its centre. With 1 amine per nm$^2$ in the surface-charge estimate, the rate falls to half its maximum near pH 7.8 instead of 10, because the surface loses both protons and the fluoride they attract. Strongly reactive bifluoride can move the maximum to a peak near $\mathrm{p}K_F$, with the flat range left beside it at a lower rate. The plateau is thus a property of the ideal model and of the assumed $\mathrm{p}K_s=10$; it disappears if the surface constant lies near or below $\mathrm{p}K_F$, and it must be tested by experiment before it guides the choice of a bath. The main values used here are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
HF pKa (rough input): 3.2
surface amine pKa (rough input): 10.0
total fluoride: 0.10 mol/L
bath temperature: 298.15 K
midpoint pH from formula: 6.600
peak pH from numerical search: 6.600
proton concentration at peak: 2.512e-07 mol/L
free fluoride at peak: 0.09996 mol/L
HF at peak: 3.979e-05 mol/L
protonated amine fraction at peak: 0.99960
peak rate / (k C): 0.99920
window at 50% of peak: pH 3.20 to 10.00, width 6.80
window at 99% of peak: pH 5.16 to 8.04, width 2.87
rate / (k C) at pH 2.0: 0.0594
rate / (k C) at pH 3.2: 0.5000
rate / (k C) at pH 5.0: 0.9844
rate / (k C) at pH 8.0: 0.9901
rate / (k C) at pH 10.0: 0.5000
rate / (k C) at pH 12.0: 0.0099
peak pH, order 2 in fluoride, 1 in amine: 6.751
ratio Ks/KF (HF on neutral amine): 1.585e-07
bifluoride constant (rough input): 4.0 L/mol
peak pH with bifluoride, reactivity ratio 0: 6.73
peak pH with bifluoride, reactivity ratio 1: 6.67
peak pH with bifluoride, reactivity ratio 3: 6.49
peak pH with bifluoride, reactivity ratio 6: 4.03
peak pH with bifluoride, reactivity ratio 10: 3.60
reactivity ratio that removes central peak: 4.50
salt concentration for surface charge: 0.10 mol/L
relative permittivity of water (input): 78.4
amine density 0.1 /nm2: peak pH 6.29, surface potential 22 mV, ideal-model rate there / peak 0.9998
amine density 1.0 /nm2: peak pH 5.42, surface potential 111 mV, ideal-model rate there / peak 0.9948
peak shift from activity: -0.054 pH
dissociation enthalpies (rough): HF -13, amine 50 kJ/mol
pKa shifts on heating to 333.15 K: HF +0.24, amine -0.92
peak shift on heating: -0.34 pH
assumed etch rate: 0.1 nm/min
diffusion layer: 50 um; nitride density 3.0 g/cm3
diffusion constants: H+ 9.3e-05, HF 1.7e-05 cm2/s
proton demand: 5.70e-11 mol/(cm2 s)
largest unbuffered proton supply: 1.40e-10 mol/(cm2 s)
demand / supply: 0.41
\end{verbatim}
